\section*{Fixing Landau gauge on a lattice: projection, Fourier acceleration and Gribov copies}

\section{A field known through its phases}

A charged particle hopping between neighbouring sites of a periodic lattice acquires a phase from the electromagnetic field on the link. Changing the phase convention from site to site changes these link phases but no measurable quantity. The photon propagator and the wave function of the charge do depend on the convention, so before they can be averaged over sampled fields, each field must be brought to the same gauge. The question is how to do this, and how the work grows with the volume.

Let the lattice have $L$ sites in each of $d$ directions, $V=L^d$ sites in all, and spacing $a$. In atomic units, $e=\hbar=4\pi\varepsilon_0=1$, the link from $x$ to $x+\hat\mu$ carries the phase $e^{i\theta_\mu(x)}$ with $\theta_\mu=aA_\mu$; the sign of the charge is absorbed in $A_\mu$. Define
\begin{align}
\partial^+_\mu\alpha(x)&=\alpha(x+\hat\mu)-\alpha(x),\\
\partial^-\!\cdot u(x)&=\sum_\mu[u_\mu(x)-u_\mu(x-\hat\mu)].
\end{align}
A gauge change is $\theta_\mu\to\theta_\mu+\partial^+_\mu\alpha$. The sum of angles around a plaquette is unaffected, because the differences of $\alpha$ cancel around a closed path.

If the angles are real numbers and $\alpha$ is a real periodic function, the field is noncompact. If only the phases matter, so that $\theta$ and $\theta+2\pi$ are the same link, it is compact. Landau gauge is easy in the first case, and the natural first attempt is to carry that solution over to the second.

\section{The projection, and where it fails}

For a noncompact field, Landau gauge is $\partial^-\!\cdot\theta=0$. On a plane wave $e^{ik\cdot x}$ the operator $P=-\partial^-\!\cdot\partial^+$ has the eigenvalue
\begin{equation}
\hat p^2=\sum_\mu(2-2\cos k_\mu)=4\sum_\mu\sin^2(k_\mu/2).
\end{equation}
Requiring zero divergence after the gauge change gives
\begin{equation}
\partial^-\!\cdot\theta-P\alpha=0,\qquad
\tilde\alpha(k)=\frac{(\partial^-\!\cdot\theta)^{\sim}(k)}{\hat p^2},\quad k\neq0.
\label{proj}
\end{equation}
At $k=0$ both sides of the first equation vanish, since a divergence sums to zero on a periodic lattice. The free constant in $\alpha$ changes no link. One forward and one inverse Fourier transform therefore finish the job, and the answer is unique. For independent normal angles of unit variance on a $4^4$ lattice, the projection lowers the root-mean-square (rms) divergence from 2.69 to $6\times10^{-16}$, which is rounding error. The mean of each $\theta_\mu$ survives, because $\partial^+_\mu\alpha$ sums to zero.

For compact links this recipe has two faults. The first is its dependence on how the angles are read from the phases. Add $2\pi m_\mu(x)$ with integer $m_\mu$, which changes no phase. By (\ref{proj}) the gauge angle changes by $2\pi P^{-1}\partial^-\!\cdot m$, in general not a multiple of $2\pi$. The same physical links then end in different gauges.

The second fault appears even when the angles are small. A condition that respects periodicity comes from maximizing
\begin{equation}
S=\sum_{x,\mu}\cos\theta_\mu(x)
\end{equation}
over gauge changes. For small angles this means minimizing $\sum\theta^2$, whose stationary point is the noncompact Landau gauge. To first order in $\alpha$,
\begin{equation}
\delta S=-\sum_{x,\mu}\sin\theta_\mu\,\partial^+_\mu\alpha
=\sum_x\alpha\,D,\qquad D=\partial^-\!\cdot\sin\theta .
\end{equation}
The second form follows by relabelling sites: $\alpha(x)$ occurs with coefficient $+\sin\theta_\mu(x)$ from the link leaving $x$ and $-\sin\theta_\mu(x-\hat\mu)$ from the link entering it. Compact Landau gauge requires $D=0$. After the projection,
\begin{equation}
D=\partial^-\!\cdot\left(\theta-\frac{\theta^3}{6}+\cdots\right)
=-\frac16\,\partial^-\!\cdot\theta^3+O(\theta^5),
\end{equation}
where the cube is taken link by link. The remainder is small for weak fields but not zero, so an iteration is needed.

\section{A photon field for the numbers}

The example is the free Euclidean photon field in $d=4$ with $x_4=ct$ and $a=1$ \AA. No electrons are included. In these units the field action is
\begin{equation}
S_E=\frac{c}{8\pi}\int d^4x\sum_{\mu<\nu}F_{\mu\nu}^2
\;\longrightarrow\;\frac{c}{8\pi}\sum_{\rm plaq}\theta_{\rm plaq}^2 ,
\end{equation}
because $\theta_{\rm plaq}=a^2F_{\mu\nu}$ cancels the volume element $a^4$. For a transverse mode the plaquette sum is $\hat p^2|\tilde\theta|^2$, with a unitary Fourier transform. The weight $e^{-S_E}$ is thus Gaussian with variance $(4\pi/c)/\hat p^2$. Three of the four polarizations are transverse, so
\begin{equation}
\langle\theta_\mu^2\rangle=\frac{4\pi}{c}\,\frac{3}{4V}\sum_{k\neq0}\frac1{\hat p^2},
\qquad \frac{4\pi}{c}=0.0917 .
\end{equation}
The constant mode, which this action does not restrain, is set to zero. At $L=8$ the sum gives an rms angle of 0.1025; the sampled field used below has 0.1023. Multiplication by $\hbar c/a=1973$ eV turns the latter into a link energy of 202 eV. The angles are sampled as real numbers and then used as phases. This differs from sampling a compact action, but it supplies definite links on which to study gauge fixing.

For this $L=8$ field the projection leaves an rms $D$ of $1.2\times10^{-3}$. Halving all angles divides the residual by 7.97, close to the factor $2^3=8$ of the leading cubic term.

\section{Plain ascent slows as the box grows}

The simplest iteration moves each gauge angle along its own gradient, $\alpha=\eta D$. How large may $\eta$ be? Since the second derivative of the cosine is never below $-1$, Taylor's theorem gives
\begin{equation}
\cos(\theta+u)\geq\cos\theta-u\sin\theta-\tfrac12u^2 .
\end{equation}
Set $u=\partial^+_\mu\alpha$ and sum over links. With $\langle f,g\rangle=\sum_x f(x)g(x)$ and $\sum(\partial^+_\mu\alpha)^2=\langle\alpha,P\alpha\rangle$,
\begin{equation}
S_{\rm new}-S\geq\langle\alpha,D\rangle-\tfrac12\langle\alpha,P\alpha\rangle .
\label{ascent}
\end{equation}
No eigenvalue of $P$ exceeds $4d$. For $\alpha=\eta D$ the gain is therefore at least $\eta(1-2d\eta)\langle D,D\rangle$. This bound is largest at $\eta=1/(4d)$, where it equals $\langle D,D\rangle/(8d)$. The ascent is safe from any start.

Its speed near a maximum is another matter. Expanding $S$ to second order defines minus its Hessian, $M$, through
\begin{equation}
\langle\alpha,M\alpha\rangle=\sum_{x,\mu}\cos\theta_\mu\,(\partial^+_\mu\alpha)^2 .
\label{M}
\end{equation}
If the gauge angle is off by $\delta$, then $D=-M\delta$ to first order, and one step gives $\delta_{\rm new}=(1-\eta M)\delta$. For a smooth field $M\approx P$. The slowest error is the longest wave in the box, $k=2\pi/L$ along one axis, which shrinks per step by
\begin{equation}
1-\frac{4\sin^2(\pi/L)}{4d}=1-\frac{\sin^2(\pi/L)}{d} .
\end{equation}
The number of steps per factor $e$ is
\begin{equation}
\tau=-\frac1{\ln[1-\sin^2(\pi/L)/d]}\simeq\frac{d\,L^2}{\pi^2},\qquad L\gg\pi .
\end{equation}
The cause is a conflict of scales. The step must be short enough for the shortest waves, with eigenvalue near $4d$, and is then far too short for the longest, with eigenvalue near $4\pi^2/L^2$. Retuning $\eta$ cannot cure this: stability of the shortest waves requires $\eta<2/(4d)$ for even $L$ and allows only slightly more for odd $L$, which gains about a factor of two in the rate of the longest.

For $L=12$, $\sin^2(\pi/12)/4=0.0167$ and $\tau=59.2$. The last ten steps of an actual run give 59.5. The small excess has a simple estimate: by (\ref{M}) the link cosines weaken $M$, and their mean at $L=8$ is 0.9948, which lengthens $\tau$ by about 0.5\%. Between $L=8$ and $L=12$ the measured $\tau$ grows as $L^{1.95}$; the power is a little below 2 because $\sin(\pi/L)$ has not yet reached its small-angle form.

\section{Giving every wavelength its own step}

The cure is to divide each Fourier component of the gradient by its own stiffness,
\begin{equation}
\alpha=\varepsilon P^{-1}D,\qquad
\tilde\alpha(k)=\varepsilon\,\frac{\tilde D(k)}{\hat p^2}\quad(k\neq0),\qquad\tilde\alpha(0)=0 .
\label{fa}
\end{equation}
This is Fourier acceleration. Comparison with (\ref{proj}) shows what became of the first attempt: with $\varepsilon=1$ and $\sin\theta$ replaced by $\theta$, one accelerated step is the noncompact projection. Compact fixing repeats that projection with a periodic source.

Inserting (\ref{fa}) in (\ref{ascent}) gives
\begin{equation}
S_{\rm new}-S\geq\varepsilon\left(1-\frac\varepsilon2\right)\langle D,P^{-1}D\rangle .
\end{equation}
Every step with $0<\varepsilon<2$ thus raises $S$ unless $D=0$, however rough the field. Since $S\leq dV$, the gains have a finite sum, and $D$ must tend to zero. The bound is largest at $\varepsilon=1$, the value used in the convergence runs below.

The upper limit on $\varepsilon$ is real. Near a smooth maximum $M\approx P$, so $D\approx-P\delta$, and the change of $S$ is close to $\varepsilon(1-\varepsilon/2)\langle\delta,P\delta\rangle$. Take independent gauge errors of standard deviation $10^{-3}$ on the $8^4$ lattice. The diagonal element of $P$ is $2d=8$, so $\langle\delta,P\delta\rangle\approx4096\times8\times10^{-6}=0.0328$. For $\varepsilon=2.5$ the prefactor is $-0.625$ and the estimated change is $-0.0205$. Direct evaluation on the photon field gives $-0.0200$: the step overshoots and $S$ falls.

At $\varepsilon=1$ the error obeys $\delta_{\rm new}=(1-P^{-1}M)\delta$. The eigenvalues of $P^{-1}M$, with constants excluded, are those of the symmetric matrix $P^{-1/2}MP^{-1/2}$, so they lie within the range of the quotient
\begin{equation}
\frac{\langle\alpha,M\alpha\rangle}{\langle\alpha,P\alpha\rangle}
=\frac{\sum\cos\theta_\mu\,(\partial^+_\mu\alpha)^2}{\sum(\partial^+_\mu\alpha)^2} .
\label{quotient}
\end{equation}
This is a weighted average of link cosines and lies between the smallest, $c_{\min}$, and the largest. If $c_{\min}>0$, the error measured by $\langle\delta,P\delta\rangle^{1/2}$ shrinks per step by a factor no larger than $1-c_{\min}$. The lattice size does not appear.

\section{Convergence against volume}

For each size, one photon field was disturbed by independent normal gauge angles of standard deviation 0.2. Both iterations then ran from this start until the rms of $D$ fell below $10^{-8}$.

\begin{center}
\begin{tabular}{rrrr}
$L$ & plain steps & accelerated steps & $c_{\min}$\\
4 & 117 & 5 & 0.872\\
6 & 228 & 6 & 0.921\\
8 & 359 & 5 & 0.922\\
12 & 706 & 5 & 0.884
\end{tabular}
\end{center}

The volume grows by a factor of 81 from top to bottom, and the accelerated count stays at 5 or 6. An accelerated step costs of order $V\ln V$ operations against $V$ for a plain one, so from such a start the total work is nearly proportional to the volume, while plain ascent needs of order $L^2V$. This holds near the maximum, where the linear error equation applies. From a completely random gauge the accelerated count does grow with the box, from about 20 steps at $L=4$ to about 80 at $L=12$ for the same kind of photon field.

The cosine bound is cautious. At $L=4$ it allows an error factor of $1-0.872=0.128$. Diagonalizing $P^{-1}M$ for the same field gives eigenvalues from 0.960 to 0.9995, hence a factor of 0.040. A gauge error spreads over many links, and the average (\ref{quotient}) does not settle on the worst of them.

The bound is not wholly free of the volume either, since a larger lattice contains rarer fluctuations. Among $N$ Gaussian angles of rms $\sigma$ the largest is roughly $\sigma\sqrt{2\ln N}$. For $L=12$, $N=4\times12^4=82\,944$ and $\sigma\approx0.1025$ give 0.49, whose cosine is 0.88, close to the value in the table. The $L=4$ field is an exception: the estimate gives 0.93, but the table has 0.872, the lowest of the four. Its largest angle is about five times the rms, which fewer than one in a thousand such fields would show. The table therefore does not show the drift, which is slow, since the largest angle grows only as $\sqrt{\ln N}$.

Rougher fields cost more. With newly sampled photon fields whose angles are multiplied by four, to an rms near 0.40, and a gauge disturbance of the same size, the accelerated counts are 17, 16 and 15 for $L=4$, 6 and 8. The smallest cosines are then $-0.03$, $-0.03$ and $-0.25$, so the bound no longer promises convergence at any definite rate. The iteration converges all the same: a positive $c_{\min}$ is sufficient, not necessary. One field per size cannot separate a trend with volume from the scatter between fields, so these counts do not establish how the number of steps grows on rough lattices.

\section{A stationary point need not be the only one}

The ascent guarantees $D\to0$. It does not say which stationary point is reached. The vacuum, $\theta=0$, already shows the difficulty. Take
\begin{equation}
\alpha(x)=\frac{2\pi}{L}\sum_\mu n_\mu x_\mu,\qquad n_\mu\ \text{integer}.
\end{equation}
The angle jumps by $2\pi n_\mu$ across the boundary, but $e^{i\alpha}$ is periodic. This is a legitimate gauge change for compact links and is excluded for noncompact ones. It turns the vacuum into constant links $\theta_\mu=2\pi n_\mu/L$, for which $D=0$. On plane waves $M$ has the eigenvalues
\begin{equation}
\lambda(k)=\sum_\mu\cos\!\left(\frac{2\pi n_\mu}{L}\right)4\sin^2\frac{k_\mu}2 .
\end{equation}
If all the cosines are positive, every $\lambda$ with $k\neq0$ is positive. If one of them is negative, a wave along that axis has $\lambda<0$. If one of them is zero, the links along that axis have $\theta_\mu=\pm\pi/2$. A gauge angle that varies only along this axis changes them by $u$ with $\sum u=0$, and changes $S$ by $\mp\sum\sin u\approx\pm\frac16\sum u^3$. This can have either sign, so such a point is not a maximum either. With $n_\mu$ chosen between $-L/2$ and $L/2$, the strict maxima, apart from the constant gauge angle, are those with all $|n_\mu|<L/4$. Each component has $2\lceil L/4\rceil-1$ such values, so the vacuum has at least
\begin{equation}
\left(2\lceil L/4\rceil-1\right)^d
\end{equation}
maxima. These are Gribov copies: one physical field, several solutions of the gauge condition. At $L=8$ and $d=4$ this lower bound is $3^4=81$.

In two dimensions at $L=12$, winding $n=0,1,2$ along one axis gives $S/(dV)=1$, 0.933 and 0.750, with lowest nonconstant eigenvalues 0.268, 0.232 and 0.134. At $n=3=L/4$ the lowest eigenvalue is zero. At $n=4$ the cosine is $-1/2$, the stiffest wave along the axis has $4\sin^2(\pi/2)=4$, and the eigenvalue is $-2$: a saddle.

Fluctuations do not remove the copies in the photon example. Adding $2\pi/8$ to every link along one axis of the fixed $L=8$ field leaves all plaquettes unchanged. Eleven accelerated steps then lead to a new stationary point whose smallest cosine is 0.32. By (\ref{M}) it is a strict maximum. The approach is slower because waves along the wound axis have an error factor near $1-\cos(\pi/4)=0.29$. The value of $S/(dV)$ drops from 0.9948 to 0.9220, a difference of 0.0728. In the vacuum the drop would be $[1-\cos(\pi/4)]/4=0.0732$; multiplied by the mean cosine 0.9948 it becomes 0.0728.

The choice of copy matters for gauge-dependent results. Along the wound axis the mean link angle is $\pi/4$, an energy of $1973\times\pi/4\approx1550$ eV, against rms fluctuations of 202 eV. In the propagator built from the angles it puts $V(\pi/4)^2\approx2500$ into the zero-momentum mode. The longest transverse waves have variance $0.0917/[4\sin^2(\pi/8)]=0.16$.

\section{What random restarts reveal}

An obvious search for copies is to restart from random gauge angles, uniform between $-\pi$ and $\pi$, and compare the final $S$. Ten starts on a photon field with $L=6$ all converged, with a median of 30 steps, to the same $S/(dV)=0.994924$. Thirty starts on a two-dimensional Gaussian field with $L=12$, and coupling 0.1 in place of $4\pi/c$, all gave 0.989110, with a median of 47 steps. Both values agree with the result of starting from the projected field.

This is not evidence of a unique maximum. The vacuum on these same lattices has at least $3^4$ and $5^2$ maxima, and weak fluctuations need not remove them, as the $L=8$ example showed. If a random start reached another value of $S$ with probability $p$, thirty failures would have probability $(1-p)^{30}$, which exceeds 5\% for all $p$ below about 0.10. For ten starts the corresponding limit is 0.26. The runs show neither how rare the other maxima are as end points nor why.

The search should therefore include winding deliberately. A scheme for smooth fields on small lattices, or for links that arrive close to a smooth gauge, is:
\begin{enumerate}
\item Apply the projection (\ref{proj}) to the angles.
\item Repeat (\ref{fa}) with $\varepsilon=1$ until $D$ is below the tolerance.
\item Add $2\pi n_\mu/L$ to the links for several small $n_\mu$, relax each field again, and keep the largest $S$.
\end{enumerate}
For weak fluctuations the third step favours the smallest mean angle, because a constant $\bar\theta_\mu$ multiplies the cosine sum in its direction by about $\cos\bar\theta_\mu$. The scheme selects the best of the copies tried. Which copies are tried can depend on the gauge in which the links arrive, so the selected one can too. The scheme does not prove that the global maximum has been found, and maxima of other kinds than uniform winding may compete. The risk grows with the box: for a two-dimensional field with coupling 0.1 and $L=24$ that arrives in a random gauge, most runs that converge take some two hundred steps and end at a lower $S$ than the projected field gives, and adding small windings need not repair this.

Numbers in the example were calculated in double precision.
